\section*{Escape Barrier of a Morse Bond under Constant Force, part 2}

An electric field pulls apart the two oppositely charged atoms of a silicon--oxygen link. The question is how far this lowers the energy barrier that heat must overcome to open the link, and whether the barrier falls linearly with the field, as the thermochemical field model assumes.

The link is modelled as a Morse bond of depth $D$ and range $1/a$ under a constant force $F$, with classical motion along one line. At stretch $x$ its energy is $V(x)=D(1-e^{-ax})^2-Fx$. The algebra is in atomic units ($\hbar=1$); numbers are in eV and angstrom, and applied fields in MV/cm.

The critical force is $F_c=aD/2$, with $f=F/F_c$ and $s=\sqrt{1-f}$. For $f\ge1$ there is no barrier and the bond opens. For $0<f<1$ the loaded minimum $x_+$ and the maximum $x_->x_+$ are separated by the activation length $\Delta x$, and
\begin{align}
\Delta x&=\frac2a\,\mathrm{artanh}\,s,\qquad
B=Ds-F\Delta x,\label{eq:sum1}\\
\frac{dB}{dF}&=-\Delta x,\qquad
B_0=\frac{2D}{3}(1-f)^{3/2}.\label{eq:sum2}
\end{align}
Here $B$ is the exact barrier of the model and $B_0$ the near-critical law, with $B/B_0=1+s^2/5+\cdots$. The curvature of $V$ is $K=a^2Ds(1+s)$ at the minimum and $-a^2Ds(1-s)$ at the maximum. At weak force $\Delta x$ grows as $(1/a)\ln(4/f)$, without a finite limit.

For effective charges $\pm q$, applied field $E$ and relative permittivity $\varepsilon$, the Lorentz local field gives
\begin{equation}
F=qLE,\qquad L=1+\frac{\varepsilon-1}{3}=\frac{\varepsilon+2}{3}.
\label{eq:F}
\end{equation}

The example is a weakened link in a porous organosilicate film: $D=1.6$ eV, $a=1.5$ per angstrom, $q=1.5$, $\varepsilon=2.7$, and a temperature of 378 K, so that $k_BT=0.0326$ eV. At the working field of 5 MV/cm, $F=0.1175$ eV/angstrom, $f=0.0979$, $s=0.950$, $\Delta x=2.44$ angstrom and $B=1.233$ eV.

\subsection{Escape time}

Suppose that the bond is in thermal equilibrium inside its well and that every outward crossing of the maximum is final. The escape rate is then the outward flux at $x_-$. For a particle of mass $\mu$, here the reduced mass of a silicon and an oxygen atom, the thermal mean of the outward velocity, with inward motion counted as zero, is
\begin{equation}
\int_0^\infty v\sqrt{\frac{\mu}{2\pi k_BT}}\,e^{-\mu v^2/2k_BT}\,dv
=\sqrt{\frac{k_BT}{2\pi\mu}} .
\end{equation}
The probability density at the maximum is $e^{-V(x_-)/k_BT}$ divided by the integral of $e^{-V/k_BT}$ over the well. If the well is replaced by a parabola of curvature $K$, that integral is $e^{-V(x_+)/k_BT}\sqrt{2\pi k_BT/K}$. The product of velocity and density is
\begin{equation}
\frac1\tau=\frac{\omega}{2\pi}\,e^{-B/k_BT},\qquad
\omega=\sqrt{K/\mu}.
\label{eq:rate}
\end{equation}
For the example $\omega/2\pi=1.26\times10^{13}$ per second, and
\begin{equation}
\tau=\frac{e^{37.85}}{1.26\times10^{13}\ \text{s}^{-1}}\simeq2\times10^{3}\ \text{s},
\end{equation}
or roughly half an hour. The value is no firmer than the barrier: a change of $B$ by 0.033 eV, about 2.6\%, changes $\tau$ by a factor $e$.

The parabola is a good approximation here. Integration over the true well gives a population 1.012 times the harmonic one, which lengthens $\tau$ by 1.2\%.

\subsection{What a linear field model would infer}

By \eqref{eq:sum2} and \eqref{eq:F}, the exponent in \eqref{eq:rate} changes with the applied field at the rate
\begin{equation}
\gamma=-\frac{d}{dE}\frac{B}{k_BT}=\frac{qL\,\Delta x}{k_BT}.
\label{eq:gamma}
\end{equation}
This field acceleration is 1.76 cm/MV at 5 MV/cm. It leaves out the weak field dependence of $\omega$. At $f=0.7$, with the other parameters held fixed, the activation length has shrunk to 0.82 angstrom and $\gamma$ to 0.59 cm/MV. In this model a single acceleration parameter describes a limited interval of field.

The error of a straight line can be stated in closed form. Continued to zero field, the tangent at force $F$ reaches the apparent barrier
\begin{equation}
B+F\Delta x=Ds .
\label{eq:apparent}
\end{equation}
The true value is $D$. The tangent at 5 MV/cm gives $1.6\times0.950=1.52$ eV, which is 0.08 eV too low. That is 2.5 times $k_BT$, so the time extrapolated to zero field is too short by a factor of about 12 when the prefactor is held fixed. A tangent taken at $f=0.7$ would give $0.187+0.84\times0.820=0.88$ eV, little more than half the well depth. Within this model, a linear extrapolation from high to low field errs on the side of too short an escape time.

\subsection{Heat and the near-critical law}

At $f=0.7$ the exact barrier is 0.187 eV and the near-critical law gives 0.175 eV, which is 6.5\% below it. The barrier is 5.8 times $k_BT$, so thermal escape over it still has a meaning. Closer to the critical force the law improves, but the barrier itself disappears into the thermal energy. The law comes within 1\% at $f=0.951$, where the barrier is only 0.36 times $k_BT$. Conversely, a barrier of $5k_BT$ is found at $f=0.726$, and there the law is 5.9\% below the exact value.

The conflict can be expressed generally. To leading order the relative error of the law is $\epsilon=s^2/5$. Hence $s=(5\epsilon)^{1/2}$ and $B\simeq(2D/3)(5\epsilon)^{3/2}$. If the barrier is to be at least $n$ times $k_BT$, then
\begin{equation}
\frac{D}{k_BT}\ \ge\ \frac{3n}{2}\,(5\epsilon)^{-3/2}.
\label{eq:window}
\end{equation}
For $\epsilon=0.01$ and $n=5$ the right side is about 670. In the example $D/k_BT$ is 49.

Cooling does not open the window for this bond. The condition would require $k_BT$ near 0.0024 eV. At the corresponding $s=0.22$ the vibrational quantum, scaled from its value of 0.052 eV at the working field in proportion to $\sqrt{s(1+s)}$, is still about 0.02 eV. The atoms would then no longer move classically. For this link the closed form \eqref{eq:sum1} is the useful result, and the power law describes how it ends.

\subsection{The pull of the surrounding network}

The assumption of a constant force is a serious limitation of the model. In a solid, each atom of the link is also held by its other neighbours. Represent them by a spring of stiffness $\kappa$ that is relaxed at the loaded minimum and adds $\tfrac12\kappa(x-x_+)^2$ to the energy. Let $F_M(x)$ be the Morse restoring force. Beyond $x_+$ the slope of the energy is
\begin{equation}
F_M(x)-F+\kappa(x-x_+).
\end{equation}
Escape requires this slope to become negative somewhere, which is possible only if
\begin{equation}
\kappa<\max_{x>x_+}\frac{F-F_M(x)}{x-x_+}.
\label{eq:spring}
\end{equation}
At the working field the right side is 0.027 eV/angstrom$^2$. The stiffness of the unloaded bond is $2a^2D=7.2$ eV/angstrom$^2$. A back-pull of 0.4\% of the bond stiffness is thus enough to remove the exit. The missing maximum has here the opposite meaning from $f>1$: the energy rises throughout, and the bond stays closed.

With half the limiting stiffness an exit remains, and the barrier is 1.277 eV, or 0.044 eV above the value without a spring. Crossing it is not a final escape, however. Far out the bond force is negligible, and the spring balances the load at $x-x_+=F/\kappa$, about 8.7 angstrom. This second minimum lies about $D-F^2/2\kappa=1.09$ eV above the closed bond, so the link can close again over a barrier of only about 0.19 eV. It stays open only if something else, such as a new bond, holds it there. Such a soft surrounding is plausible only where the network is already interrupted, for instance beside a pore or a broken link; this is a conjecture, not a result of the model. In a connected network the atom would have to find a new bonding position nearby, and its barrier would depend on that position.

\subsection{Charge that fades as the bond opens}

The effective charge need not stay constant as the bond opens, since electrons can move between the atoms. The field energy is minus the local field times the dipole moment of the bond, so the charge that sets the force is the slope of this moment with the bond length. Let this charge decay exponentially with the stretch, so that the force is $Fe^{-x/\ell}$. The dipole moment then levels off at large stretch. For a break into neutral atoms it would instead return to zero, and the force would change sign on the way; that case is not treated here. It is not a remote case. An isolated silicon--oxygen bond, as in a silanol molecule, parts into neutral fragments in a field of this size: its dipole rises over roughly the first angstrom of stretch and falls back before a stretch of 2.4 angstrom, so that the net work of the field over that length is small. A charge that persists, constant or fading, presumes surroundings that stabilize the charged fragments. The field energy, counted from $x=0$, is the negative integral of the force,
\begin{equation}
-F\int_0^x e^{-x'/\ell}dx'=-F\ell\left(1-e^{-x/\ell}\right).
\end{equation}
The total work of the field is now limited to $F\ell$. With $\ell=2$ angstrom the barrier at the working field is 1.391 eV, which is 0.158 eV higher than for constant charge. This is 4.9 times $k_BT$ and lengthens the escape time by a factor of about 130, with the prefactor held fixed.

The fading charge also removes the logarithm found at weak force. The derivative of the barrier is still the explicit derivative of the energy difference. When $a\ell>1$, as here, the bond force decays faster than the field force. As $F\to0$ the maximum then moves to infinity while the minimum goes to $x=0$, so
\begin{equation}
\frac{dB}{dF}\to-\ell .
\end{equation}
The slope thus has a finite limit at zero field, set by the distance over which the charge persists. The limit is approached slowly. The maximum lies where $2aD\,e^{-ax}\simeq Fe^{-x/\ell}$, so the slope differs from $-\ell$ by about $\ell\,(F/2aD)^{1/(a\ell-1)}$, which for $a\ell=3$ varies as $\sqrt F$. The slope is $-1.86$ angstrom at 1 MV/cm and $-1.67$ angstrom at 5 MV/cm. The barrier is then nearly, but not exactly, linear in the field: the tangent at 5 MV/cm reaches 1.587 eV at zero field, against the true 1.6 eV.

\subsection{Orientation and local field}

If the bond direction is held at 30 degrees to the field, the component of the force along the bond is $F\cos30^\circ$. The barrier rises to 1.272 eV, by 0.039 eV. If instead the local field is 20\% higher, the barrier falls to 1.177 eV, by 0.056 eV. That fall is 1.7 times $k_BT$ and shortens the escape time by a factor of about 5.5 at fixed prefactor. Among otherwise equal links, those in places of high local field tend to open first.

\subsection{Quantum motion of the atoms}

The zero-point energy in the loaded well is $\omega/2=0.026$ eV, comparable with $k_BT$. For a harmonic well the quantum partition function is
\begin{equation}
\sum_{n=0}^{\infty}e^{-(n+1/2)\omega/k_BT}=\frac{1}{2\sinh(\omega/2k_BT)},
\end{equation}
whereas the classical one is $k_BT/\omega$. The rate is inversely proportional to the population of the well, so it is raised by the factor $\sinh z/z$ with $z=\omega/2k_BT$. For $z=0.0261/0.0326=0.80$ this is 1.11.

Tunnelling near the top is weaker still. Let $\omega_b=\sqrt{a^2Ds(1-s)/\mu}$ belong to the inverted parabola at the maximum. Its standard transmission at energy $\eta$ above the top is $1/(1+e^{-2\pi\eta/\omega_b})$. The thermal average relative to classical crossing is
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{-\eta/k_BT}}{1+e^{-2\pi\eta/\omega_b}}\,\frac{d\eta}{k_BT}
=\frac{\omega_b/2k_BT}{\sin(\omega_b/2k_BT)},
\end{equation}
valid for $\omega_b<2\pi k_BT$. It is 1.003 at the working field and 1.015 at $f=0.7$. Both quantum corrections are small beside the uncertainty of the barrier.

\subsection{Electrons at the higher field}

The point $f=0.7$ would need a uniform applied field of 35.7 MV/cm. At such a field electrons enter the insulator by tunnelling. For an electron barrier of height $\phi$ and effective mass $m$, the field makes the barrier triangular with width $\phi/E$, and the transmission contains $e^{-S}$ with
\begin{equation}
S=2\int_0^{\phi/E}\sqrt{2m(\phi-Ex)}\,dx
=\frac{4\sqrt{2m}\,\phi^{3/2}}{3E}.
\end{equation}
For $\phi=3$ eV and $m=0.5$, $S$ is 50 at 5 MV/cm and 7.0 at 35.7 MV/cm. The transmission factor rises from about $10^{-22}$ to about $10^{-3}$. A film under the higher uniform field could not be treated as an insulator in which bonds alone respond.

\subsection{The model beside a real film}

A relative permittivity near 2.7 is typical of organosilicate interlayer dielectrics. A field of 5 MV/cm belongs to accelerated testing; fields in use are much lower, roughly 1 MV/cm or less. Such films break down at roughly 10 MV/cm or below, so the critical applied field of 51 MV/cm is out of reach for a uniform film. The depth of 1.6 eV is far below that of a sound silicon--oxygen bond, roughly 4 to 5 eV, and stands for a link already weakened by its surroundings. Of the changes to the model tried here, two stand out: charge that fades over 2 angstrom raises the barrier by 0.16 eV, and a modest network stiffness removes the escape path altogether. The ranking depends on the sizes chosen: a bond held at 60 degrees to the field, instead of 30, would also have its barrier raised by 0.16 eV. Copper drift, hot carriers and the joining of many defects into a conducting path are left out. The example also assumes that the link keeps its full charge over a stretch of 2.4 angstrom; for a link that parts into neutral fragments, the lowering of the barrier and the field acceleration found here do not apply. The half hour found above is therefore the escape time of one model link and not the lifetime of a device. Further digits of the main quantities stand in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Well depth D: 1.6 eV
Inverse range a: 1.5 1/angstrom
Effective charge: 1.5 e
Relative permittivity: 2.7
Applied field: 5 MV/cm
Temperature: 378 K
Thermal energy kT: 0.03257 eV
Lorentz local-field factor: 1.567
Critical force: 1.2 eV/angstrom
Critical applied field: 51.06 MV/cm
Working force: 0.1175 eV/angstrom
Working reduced force f: 0.09792
Working s: 0.9498
Fitted near-critical exponent: 1.5008
Extrapolated prefactor B/D: 0.666666
Working exact barrier: 1.233 eV
Working leading-law barrier: 0.9139 eV
Working barrier/kT: 37.85
Working activation length: 2.439 angstrom
Working field acceleration: 1.76 cm/MV
Working zero-point energy: 0.0261 eV
Working atom tunnelling factor: 1.003
High-force exact barrier: 0.1874 eV
High-force leading-law barrier: 0.1753 eV
High-force barrier/kT: 5.754
High-force activation length: 0.8202 angstrom
High-force field acceleration: 0.5917 cm/MV
High-force zero-point energy: 0.0177 eV
High-force atom tunnelling factor: 1.015
High-force reduced force f: 0.7
High-force applied field: 35.74 MV/cm
Working attempt frequency: 1.26e+13 1/s
Working harmonic escape time: 2.18e+03 s
Well population/harmonic value: 1.012
f where leading law is 1% low: 0.9511
Barrier/kT at that f: 0.358
f where barrier is 5 kT: 0.7256
Leading-law shortfall there: 5.88 %
Unloaded bond stiffness: 7.2 eV/angstrom^2
Largest spring allowing escape: 0.0269 eV/angstrom^2
Barrier with half that spring: 1.277 eV
Charge decay length: 2 angstrom
Barrier with decaying charge: 1.391 eV
Bond tilt: 30 degree
Barrier with tilted bond: 1.272 eV
Barrier with 20% higher field: 1.177 eV
Electron barrier height: 3 eV
Electron mass ratio: 0.5
Electron exponent, working field: 50.2
Electron exponent, high field: 7.02
\end{verbatim}
